# Geometric Decay of Chebyshev Coefficients, with the Fermi Function as Example: test program

```python
"""Chebyshev coefficients of analytic functions: geometric decay.

Result under test: if f is analytic inside the ellipse with foci -1, +1 that
is the image of |z| = rho under x = (z + 1/z)/2, then for 1 < r < rho
    |a_n| <= 2 M(r) r**(-n),   n >= 1,
where f = sum a_n T_n and M(r) is the maximum of |f| on the ellipse of
parameter r. The truncation error on [-1, 1] after degree N is at most
2 M(r) r**(-N) / (r - 1).
Example: Fermi function 1/(1 + exp(beta (x - mu))) of a scaled energy x.
"""
import numpy as np
from scipy.integrate import quad
from scipy.special import eval_chebyt
from numpy.polynomial.chebyshev import chebval

half_width = 5.0      # eV
kT = 0.25             # eV
mu_energy = 1.0       # eV, measured from the band centre
beta = half_width / kT
mu = mu_energy / half_width
target = 1e-6


def joukowski(z):
    return 0.5 * (z + 1 / z)


def outer_preimage(x):
    x = complex(x)
    return x + np.sqrt(x - 1) * np.sqrt(x + 1)


def fermi(x):
    return 1 / (1 + np.exp(beta * (x - mu)))


def coefficients(func, n_max, points=4096):
    """Defining integral by the midpoint rule in theta, x = cos(theta)."""
    theta = (np.arange(points) + 0.5) * np.pi / points
    orders = np.arange(n_max + 1)
    a = 2 / points * np.cos(np.outer(orders, theta)) @ func(np.cos(theta))
    a[0] /= 2
    return a


circle = np.exp(2j * np.pi * np.arange(20000) / 20000)


def max_on_ellipse(r):
    return np.max(np.abs(fermi(joukowski(r * circle))))


# Geometry of the map and the Chebyshev polynomials on it
rng = np.random.default_rng(1)
for s, phase in zip(rng.uniform(1.05, 3, 20), rng.uniform(0, 6.28, 20)):
    z = s * np.exp(1j * phase)
    x = joukowski(z)
    assert abs(abs(x - 1) + abs(x + 1) - s - 1 / s) < 1e-12
    assert abs(outer_preimage(x) - z) < 1e-10
    t7 = chebval(x, [0] * 7 + [1])
    assert abs(t7 - (z**7 + z**-7) / 2) < 1e-9 * s**7

# Coefficients: adaptive integral in x against the theta rule
n_max = 200
a = coefficients(fermi, n_max)
for n in (0, 5, 10, 20):
    integral = quad(lambda x: fermi(x) * eval_chebyt(n, x), -1, 1,
                    weight='alg', wvar=(-0.5, -0.5),
                    epsabs=1e-11, epsrel=1e-10, limit=200)[0]
    assert abs(integral * (1 if n == 0 else 2) / np.pi - a[n]) < 1e-9

# Contour moved off the unit circle gives the same coefficients
r_test = 1.1
F_test = fermi(joukowski(r_test * circle))
for n in (1, 10, 40, 80):
    moved = 2 * np.mean(F_test * (r_test * circle)**(-n))
    assert abs(moved - a[n]) < 1e-13

# Nearest and next poles of the Fermi function
pole = mu + 1j * np.pi / beta
z0 = outer_preimage(pole)
rho = abs(z0)
rho2 = abs(outer_preimage(mu + 3j * np.pi / beta))
assert abs(1 / fermi(pole)) < 1e-12 and 1 < r_test < rho < rho2

# Coefficient and truncation bounds, optimised over r
radii = np.exp(np.log(rho) * np.linspace(0.05, 0.98, 100))
maxima = np.array([max_on_ellipse(r) for r in radii])
orders = np.arange(n_max + 1)
all_bounds = 2 * maxima[:, None] * radii[:, None]**(-orders)
coef_bound = all_bounds.min(axis=0)
tail_bound = (all_bounds / (radii[:, None] - 1)).min(axis=0)
assert np.all(np.abs(a[1:151]) <= coef_bound[1:151])
assert abs(a[0]) <= maxima.min()

theta_grid = np.linspace(0, np.pi, 2001)
partial = np.cumsum(a[:, None] * np.cos(np.outer(orders, theta_grid)), axis=0)
error = np.max(np.abs(partial - fermi(np.cos(theta_grid))), axis=1)
assert np.all(error[:151] <= tail_bound[:151])
N_bound = int(np.argmax(tail_bound <= target))
N_actual = int(np.argmax(error <= target))
assert 0 < N_actual <= N_bound < 150

# The series also represents f at complex points inside the ellipse
x_inside = joukowski(1.05 * np.exp(1j * np.array([0.3, 1.2, 2.5])))
assert np.max(np.abs(chebval(x_inside, a[:151]) - fermi(x_inside))) < 1e-6

# Leading pole pair, with a bound on what it leaves out
leading = 8 / beta * np.real(z0**(-orders.astype(float)) / (z0 - 1 / z0))
r_mid = np.sqrt(rho * rho2)
M_mid = max_on_ellipse(r_mid)
for n in range(1, 101):
    assert abs(a[n] - leading[n]) <= 2 * M_mid * r_mid**(-n) + 1e-14
envelope = 8 / beta / abs(z0 - 1 / z0)
scaled = np.abs(a) * rho**orders
assert 0.97 * envelope < scaled[60:141].max() < 1.001 * envelope

# A rate faster than rho**(-n) fails: the rescaled coefficients grow
faster = np.abs(a) * (1.05 * rho)**orders
growth = faster[120:140].max() / faster[60:80].max()
assert growth > 10

# Low-temperature form of log(rho)
log_rho_estimate = np.pi / (beta * np.sqrt(1 - mu**2))
cold = 100 * beta
cold_log = np.log(abs(outer_preimage(mu + 1j * np.pi / cold)))
assert abs(cold_log * cold * np.sqrt(1 - mu**2) / np.pi - 1) < 1e-5

# Double pole on the ellipse: analytic inside, but not O(rho**(-n))
zd = 2.0
xd = joukowski(zd)
b = coefficients(lambda x: 1 / (xd - x)**2, 30)
d, s = zd - 1 / zd, zd + 1 / zd
for n in (1, 10, 20, 30):
    formula = 8 * zd**(-n) * (n / d**2 + s / d**3)
    assert abs(b[n] / formula - 1) < 1e-6

# Density matrix of an open tight-binding chain
sites, hopping = 60, 2.5   # hopping in eV
H = -hopping * (np.eye(sites, k=1) + np.eye(sites, k=-1))
X = H / half_width
levels, vectors = np.linalg.eigh(X)
assert np.max(np.abs(levels)) < 1
P_diag = (vectors * fermi(levels)) @ vectors.T
T_old, T_now = np.eye(sites), X.copy()
P_cheb = a[0] * T_old + a[1] * T_now
for n in range(2, N_bound + 1):
    T_old, T_now = T_now, 2 * X @ T_now - T_old
    P_cheb += a[n] * T_now
matrix_error = np.linalg.norm(P_cheb - P_diag, 2)
assert matrix_error <= tail_bound[N_bound]

print(f"half-width = {half_width:.2f} eV, kT = {kT:.2f} eV")
print(f"chemical potential = {mu_energy:.2f} eV")
print(f"scaled beta = {beta:.1f}, scaled mu = {mu:.2f} (no unit)")
print(f"nearest pole x0 = {pole.real:.4f} + {pole.imag:.6f} i")
print(f"outer preimage z0 = {z0.real:.6f} + {z0.imag:.6f} i")
print(f"critical rho = {rho:.6f}, next pole rho2 = {rho2:.6f}")
print(f"critical semi-axes = {(rho+1/rho)/2:.6f}, {(rho-1/rho)/2:.6f}")
print(f"ln rho = {np.log(rho):.6f}, estimate = {log_rho_estimate:.6f}")
print(f"M at r = {r_test:.2f}: {max_on_ellipse(r_test):.6f}")
print(f"bound on |a_40| at r = {r_test:.2f}: "
      f"{2*max_on_ellipse(r_test)*r_test**(-40):.4e}")
print("n, a_n, leading pole pair, best bound, best r")
for n in (5, 10, 20, 40, 80):
    best_r = radii[np.argmin(all_bounds[:, n])]
    print(f"{n:3d} {a[n]: .6e} {leading[n]: .6e} "
          f"{coef_bound[n]:.3e} {best_r:.4f}")
print(f"envelope of |a_n| rho^n = {envelope:.6f}")
print(f"largest |a_n| rho^n, n = 60..140: {scaled[60:141].max():.6f}")
print(f"growth with 1.05 rho, n = 60..79 to 120..139: {growth:.2f}")
print(f"target error on [-1,1] = {target:.1e}")
print(f"degree guaranteed by bound = {N_bound}")
print(f"bound there = {tail_bound[N_bound]:.3e}")
print(f"actual error there = {error[N_bound]:.3e}")
print(f"smallest sufficient degree (grid) = {N_actual}")
print(f"actual error there = {error[N_actual]:.3e}")
print(f"double pole: x0 = {xd:.2f}, z0 = {zd:.1f}; n, b_n z0^n")
for n in (10, 20, 30):
    print(f"{n:3d} {b[n] * zd**n:.4f}")
print(f"chain: {sites} sites, hopping = {hopping:.2f} eV")
print(f"density-matrix error (2-norm) = {matrix_error:.3e}")
print(f"electrons, diagonalization = {2*np.trace(P_diag):.7f}")
print(f"electrons, Chebyshev = {2*np.trace(P_cheb):.7f}")
print("tests ok")
```

Printed output:

```
half-width = 5.00 eV, kT = 0.25 eV
chemical potential = 1.00 eV
scaled beta = 20.0, scaled mu = 0.20 (no unit)
nearest pole x0 = 0.2000 + 0.157080 i
outer preimage z0 = 0.231643 + 1.149891 i
critical rho = 1.172991, next pole rho2 = 1.587940
critical semi-axes = 1.012756, 0.160235
ln rho = 0.159557, estimate = 0.160319
M at r = 1.10: 1.053262
bound on |a_40| at r = 1.10: 4.6544e-02
n, a_n, leading pole pair, best bound, best r
  5 -6.092369e-02 -4.700524e-02 1.305e+00 1.0963
 10 -3.860425e-02 -3.678529e-02 7.995e-01 1.1095
 20 -6.316981e-03 -6.307560e-03 2.591e-01 1.1279
 40  3.376798e-04  3.376783e-04 1.939e-02 1.1467
 80 -1.295555e-07 -1.295555e-07 6.354e-05 1.1588
envelope of |a_n| rho^n = 0.201346
largest |a_n| rho^n, n = 60..140: 0.201334
growth with 1.05 rho, n = 60..79 to 120..139: 15.31
target error on [-1,1] = 1.0e-06
degree guaranteed by bound = 120
bound there = 9.783e-07
actual error there = 2.677e-09
smallest sufficient degree (grid) = 84
actual error there = 8.365e-07
double pole: x0 = 1.25, z0 = 2.0; n, b_n z0^n
 10 41.4815
 20 77.0370
 30 112.5926
chain: 60 sites, hopping = 2.50 eV
density-matrix error (2-norm) = 2.098e-09
electrons, diagonalization = 67.8545219
electrons, Chebyshev = 67.8545218
tests ok
```
